# Nondegenerate Injection Velocity of a (100) Silicon Channel along [100]: verification in Python

```python
"""Nondegenerate ballistic injection velocity of a (001) silicon film, transport [100].

Result under test:  v = v_t [1 + (1 + r) X] / [1 + 2 r X]
  v_t = sqrt(2 kT / (pi m_t)),  r = sqrt(m_l / m_t)
  X   = (Boltzmann sum of primed levels) / (Boltzmann sum of unprimed levels);
        with one level per ladder X = exp(-splitting / kT).
m_l, m_t: longitudinal and transverse masses. Unprimed valleys have m_l along the
film normal, primed valleys have m_t there. Energies are in eV, all else in SI.
"""
import numpy as np
from scipy.constants import hbar, e, k as kB, m_e, epsilon_0, pi
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal, expm
from scipy.optimize import brentq
from scipy.special import expit

ML, MT = 0.916 * m_e, 0.19 * m_e
R = np.sqrt(ML / MT)
T0 = 300.0
KT = kB * T0 / e
FILM = 5e-9
V7 = 1e5            # 1e7 cm/s expressed in m/s


def v_light(T=T0):
    return np.sqrt(2 * kB * T / (pi * MT))


def v_formula(x, T=T0):
    return v_light(T) * (1 + (1 + R) * x) / (1 + 2 * R * x)


def hard_wall_levels(mz, thickness, count=8):
    n = np.arange(1, count + 1)
    return (hbar * pi * n / thickness) ** 2 / (2 * mz) / e


def ladder_ratio(unprimed, primed, T=T0):
    kt = kB * T / e
    ref = unprimed[0]
    return (np.exp(-(primed - ref) / kt).sum()
            / np.exp(-(unprimed - ref) / kt).sum())


# ---- direct quadrature over the forward half of k space ----
nodes, weights = np.polynomial.legendre.leggauss(70)
CUT = 7.0
half_nodes, half_weights = CUT * (nodes + 1) / 2, CUT * weights / 2
A, B = np.meshgrid(half_nodes, half_nodes, indexing="ij")
WEIGHT = 2 * np.outer(half_weights, half_weights)   # both signs of ky


def forward_moments(mx, my, level, T, mu=None, alpha=0.0):
    """Density and flux of one valley, spin included, for kx > 0."""
    kt = kB * T / e

    def energy(a):      # total energy / kT at scaled wavevector (a, B)
        g = a**2 + B**2 + level / kt
        if alpha == 0:
            return g
        return (np.sqrt(1 + 4 * alpha * kt * g) - 1) / (2 * alpha * kt)

    step = 1e-4
    slope = (energy(A + step) - energy(A - step)) / (2 * step)
    velocity = slope * kB * T / np.sqrt(2 * mx * kB * T)
    en = energy(A)
    occupation = np.exp(-en) if mu is None else expit(mu / kt - en)
    states = 2 / (2 * pi)**2 * 2 * np.sqrt(mx * my) * kB * T / hbar**2
    return (states * np.sum(WEIGHT * occupation),
            states * np.sum(WEIGHT * occupation * velocity))


def direct(unprimed, primed, T=T0, mu=None, alpha=0.0, ml=ML):
    """Velocity and density summed over all six valleys (axes x, y, z)."""
    density = flux = 0.0
    for axis in range(3):
        mass = [MT, MT, MT]
        mass[axis] = ml
        for level in (unprimed if axis == 2 else primed):
            n, f = forward_moments(mass[0], mass[1], level, T, mu, alpha)
            density += 2 * n
            flux += 2 * f
    return flux / density, density


def direct_split(split, **kw):
    return direct([0.0], [split], **kw)[0]


# ---- confined levels by finite differences ----
def grid_levels(mz, thickness, field=0.0, wall=None, wall_mass=None, count=5):
    cells = 1000
    h = thickness / cells
    pad = 0 if wall is None else 300
    mass = np.full(cells + 2 * pad, mz)
    pot = np.zeros(cells + 2 * pad)
    if pad:
        mass[:pad] = mass[-pad:] = wall_mass
        pot[:pad] = pot[-pad:] = wall
    z = (np.arange(1, len(mass)) - len(mass) / 2) * h
    t = hbar**2 / (2 * mass * h**2) / e
    diag = t[:-1] + t[1:] + (pot[:-1] + pot[1:]) / 2 + field * z
    return eigh_tridiagonal(diag, -t[1:-1], eigvals_only=True,
                            select="i", select_range=(0, count - 1))


# Main law against quadrature, over a sweep including inverted ladders
sweep = np.array([-0.2, -0.05, 0.0, 0.025, 0.05, 0.1, 0.2])
v_sweep = np.array([direct_split(s) for s in sweep])
assert np.allclose(v_sweep, v_formula(np.exp(-sweep / KT)), rtol=1e-7)
assert np.all(np.diff(v_sweep) > 0)
assert abs(direct_split(0.6) / v_light() - 1) < 1e-6
assert abs(direct_split(-0.6) / v_light() - (1 + R) / (2 * R)) < 1e-6
# Control: with equal masses the splitting has no influence
assert abs(direct_split(0.0, ml=MT) / direct_split(0.1, ml=MT) - 1) < 1e-8
# Single-valley density and velocity with unequal masses
n1, f1 = forward_moments(ML, MT, 0.03, T0)
assert np.isclose(n1, np.sqrt(ML * MT) * kB * T0 / (2 * pi * hbar**2)
                  * np.exp(-0.03 / KT), rtol=1e-8)
assert np.isclose(f1 / n1, np.sqrt(2 * kB * T0 / (pi * ML)), rtol=1e-7)

# Steepest point, its slope, and the inverse law
split_half = KT * np.log(2 * R)
slope_formula = v_light() * (R - 1) / (8 * R * KT)


def slope_direct(s, d=1e-3):
    return (direct_split(s + d) - direct_split(s - d)) / (2 * d)


assert abs(slope_direct(split_half) / slope_formula - 1) < 1e-3
assert slope_direct(split_half) > max(slope_direct(split_half - 0.01),
                                      slope_direct(split_half + 0.01))
n_un = 2 * forward_moments(MT, MT, 0.0, T0)[0]
assert abs(n_un / direct([0.0], [split_half])[1] - 0.5) < 1e-7
TARGET = 0.95
split_target = KT * np.log((2 * R * TARGET - 1 - R) / (1 - TARGET))
root = brentq(lambda s: direct_split(s) / v_light() - TARGET, 0, 0.3)
assert abs(root - split_target) < 1e-6

# The 5 nm film: analytic levels against diagonalization, then the velocity
lev_u, lev_p = hard_wall_levels(ML, FILM), hard_wall_levels(MT, FILM)
num_u, num_p = grid_levels(ML, FILM), grid_levels(MT, FILM)
assert np.allclose(num_u, lev_u[:5], rtol=1e-4)
assert np.allclose(num_p, lev_p[:5], rtol=1e-4)
X = ladder_ratio(lev_u, lev_p)
v_film = v_formula(X)
assert abs(direct(num_u, num_p)[0] / v_film - 1) < 1e-4
split_film = lev_p[0] - lev_u[0]
v_lowest = v_formula(np.exp(-split_film / KT))

# Thick film tends to the bulk six-valley average
thick = 3e-6
X_thick = ladder_ratio(hard_wall_levels(ML, thick, 20000),
                       hard_wall_levels(MT, thick, 20000))
bulk_ratio = (2 + 1 / R) / 3
assert abs(X_thick * R - 1) < 0.01
assert abs(v_formula(X_thick) / v_light() - bulk_ratio) < 1e-3

# Degeneracy: first correction for one level, then the film itself
z = np.exp(-5.0)
n_deg, f_deg = forward_moments(MT, MT, 0.0, T0, mu=-5.0 * KT)
N_forward = MT * kB * T0 / (pi * hbar**2)       # two unprimed valleys
correction = (0.5 - 0.5 / np.sqrt(2)) * 2 * n_deg / N_forward
assert abs(2 * n_deg / N_forward / np.log1p(z) - 1) < 1e-6
assert abs((f_deg / n_deg / v_light() - 1) / correction - 1) < 0.02


def v_degenerate(density):
    mu = brentq(lambda m: np.log(direct(lev_u[:5], lev_p[:3], mu=m)[1]
                                 / density), -0.5, 0.6)
    return direct(lev_u[:5], lev_p[:3], mu=mu)[0]


densities = [1e11, 1e12, 5e12, 1e13]            # cm^-2
v_deg = [v_degenerate(n * 1e4) for n in densities]
assert abs(v_degenerate(1e12) / v_film - 1) < 1e-4

# Finite oxide walls: grid levels against the matching condition
WALL, WALL_MASS = 3.1, 0.5 * m_e


def matched_level(mz, n):
    def mismatch(en):
        kin = np.sqrt(2 * mz * en * e) / hbar
        kap = np.sqrt(2 * WALL_MASS * (WALL - en) * e) / hbar
        return kin * FILM - n * pi + 2 * np.arctan(kin * WALL_MASS / (mz * kap))
    return brentq(mismatch, 1e-6, WALL - 1e-9)


soft_u = grid_levels(ML, FILM, wall=WALL, wall_mass=WALL_MASS)
soft_p = grid_levels(MT, FILM, wall=WALL, wall_mass=WALL_MASS)
for mz, levels in ((ML, soft_u), (MT, soft_p)):
    exact = [matched_level(mz, n) for n in range(1, 6)]
    assert np.allclose(levels, exact, rtol=2e-3)
v_soft = v_formula(ladder_ratio(soft_u, soft_p))

# Gate field: solver checked by the second-order shift in a weak field
weak = 1e6
shift = grid_levels(ML, FILM, field=weak)[0] - num_u[0]
expected = -((15 - pi**2) / (24 * pi**4) * ML * (e * weak)**2
             * FILM**4 / hbar**2 / e)
assert abs(shift / expected - 1) < 0.02
field = e * 1e16 / (11.7 * epsilon_0)           # sheet of 1e12 cm^-2
tilt_u = grid_levels(ML, FILM, field=field)
tilt_p = grid_levels(MT, FILM, field=field)
v_tilt = v_formula(ladder_ratio(tilt_u, tilt_p))

# Nonparabolic bands and temperature
ALPHA = 0.5
v_kane = direct(lev_u, lev_p[:4], alpha=ALPHA)[0]
X_hot = ladder_ratio(lev_u, lev_p, 400.0)
v_hot = v_formula(X_hot, 400.0)
assert abs(direct(num_u, num_p, T=400.0)[0] / v_hot - 1) < 1e-4


# Tunnelling: transmission of an inverted parabola from the wave equation
def parabola_transmission(eps, far=14.0):
    kf = np.sqrt(2 * eps + far**2)
    rate = far / (2 * kf**2)                    # k'/(2k) at x = +far
    start = np.array([1.0 + 0j, 1j * kf - rate])
    sol = solve_ivp(lambda x, y: [y[1], -(2 * eps + x * x) * y[0]],
                    (far, -far), start, method="DOP853", rtol=1e-9, atol=1e-11)
    psi, dpsi = sol.y[:, -1]
    incoming = 0.5 * (psi + (dpsi - rate * psi) / (1j * kf))
    return 1 / abs(incoming)**2


for eps in (-0.3, 0.0, 0.2):
    assert abs(parabola_transmission(eps) - expit(2 * pi * eps)) < 1e-3
LAYER = 5e-9                                   # barrier falls by kT over this


def tunnel_factor(mx):
    quantum = hbar * np.sqrt(2 * kB * T0 / mx) / LAYER / (kB * T0)
    u = quantum / 2
    integral = quad(lambda s: np.exp(-s) * expit(2 * pi * s / quantum),
                    -40, 40, points=[0], limit=300)[0]
    assert abs(integral / (u / np.sin(u)) - 1) < 1e-6
    return u / np.sin(u)


tun_light, tun_heavy = tunnel_factor(MT), tunnel_factor(ML)
tun_total = ((1 + R * X) * tun_light + X * tun_heavy) / (1 + (1 + R) * X)

# Backscattering: two coupled fluxes across the layer
MOBILITY = 300e-4
diffusion = MOBILITY * KT
free_path = 2 * diffusion / v_film
transfer = expm(np.array([[-1.0, 1.0], [-1.0, 1.0]]) * LAYER / free_path)
reflect_num = -transfer[1, 0] / transfer[1, 1]
reflect = LAYER / (LAYER + free_path)
assert abs(reflect_num - reflect) < 1e-10
ends = transfer @ np.array([1.0, reflect_num])
gradient = (1 + reflect_num - ends.sum()) / v_film / LAYER
assert abs((1 - reflect_num) / gradient / diffusion - 1) < 1e-8
back_factor = (1 - reflect) / (1 + reflect)

# ---- printed numbers; velocities in 1e7 cm/s ----
print(f"masses m_l, m_t: {ML/m_e:.3f}, {MT/m_e:.3f} m_e; r = {R:.4f}")
print(f"T = {T0:.0f} K, kT = {KT*1e3:.2f} meV")
print("all velocities v below in 1e7 cm/s")
print(f"v_t (light mass) = {v_light()/V7:.4f}")
print(f"v of heavy primed pair = {v_light()/R/V7:.4f}")
v_primed = v_light() * (1 + 1 / R) / 2
v_wrong = v_light() * np.sqrt((1 + 1 / R**2) / 2)
print(f"v of primed ladder = {v_primed/V7:.4f}, ratio {v_primed/v_light():.4f}")
print(f"same from averaged 1/m (wrong) = {v_wrong/V7:.4f}")
for s in (0, 25, 50, 75, 100, 150, 200):
    xs = np.exp(-s / 1e3 / KT)
    pop = 2 * R * xs / (1 + 2 * R * xs)
    vs = v_formula(xs)
    print(f"split {s} meV: primed share {pop:.4f}, v {vs/V7:.4f},"
          f" v/v_t {vs/v_light():.4f}")
print(f"steepest at split {split_half*1e3:.2f} meV")
print(f"slope there {slope_formula/V7/1e3:.5f} (1e7 cm/s)/meV")
print(f"split for v/v_t = {TARGET}: {split_target*1e3:.1f} meV")
print(f"film {FILM*1e9:.0f} nm: unprimed levels 1-3 (meV):",
      *[f"{q*1e3:.2f}" for q in lev_u[:3]])
print("primed levels 1-2 (meV):", *[f"{q*1e3:.2f}" for q in lev_p[:2]])
sum_u = np.exp(-(lev_u - lev_u[0]) / KT).sum()
sum_p = np.exp(-(lev_p - lev_u[0]) / KT).sum()
print(f"lowest splitting {split_film*1e3:.2f} meV,"
      f" x = {np.exp(-split_film/KT):.4f}")
print(f"ladder sums: unprimed {sum_u:.4f}, primed {sum_p:.4f}")
print(f"X = {X:.4f}, effective splitting {-KT*np.log(X)*1e3:.2f} meV")
print(f"film v, all subbands = {v_film/V7:.4f}, v/v_t {v_film/v_light():.4f}")
print(f"film v, lowest subbands only = {v_lowest/V7:.4f}")
print(f"current at 1e11 cm^-2 = {e*1e15*v_film:.2f} uA/um")
for nm in (3, 4, 6, 8, 10):
    a, b = (hard_wall_levels(m, nm * 1e-9, 40) for m in (ML, MT))
    print(f"{nm} nm: split {(b[0]-a[0])*1e3:.1f} meV,"
          f" v {v_formula(ladder_ratio(a, b))/V7:.4f}")
print(f"thick-film limit v/v_t = {bulk_ratio:.4f}")
print(f"one-subband zero-split v/v_t = {v_formula(1.0)/v_light():.4f}")
print(f"N (unprimed, forward) = {N_forward/1e16:.3f} e12 cm^-2")
for n, v in zip(densities, v_deg):
    print(f"Fermi-Dirac n = {n:.0e} cm^-2: v {v/V7:.4f},"
          f" change {100*(v/v_film-1):+.1f} %")
print(f"oxide wall {WALL} eV, mass {WALL_MASS/m_e:.1f} m_e: split"
      f" {(soft_p[0]-soft_u[0])*1e3:.2f} meV")
print(f"  v {v_soft/V7:.4f}, change {100*(v_soft/v_film-1):+.1f} %")
print(f"gate field {field/1e8:.3f} MV/cm: split"
      f" {(tilt_p[0]-tilt_u[0])*1e3:.2f} meV")
print(f"  v {v_tilt/V7:.4f}, change {100*(v_tilt/v_film-1):+.1f} %")
print(f"Kane {ALPHA} /eV: v {v_kane/V7:.4f},"
      f" change {100*(v_kane/v_film-1):+.1f} %")
print(f"400 K: v_t {v_light(400.)/V7:.4f}, X {X_hot:.4f}, v {v_hot/V7:.4f}")
print(f"tunnelling, kT layer {LAYER*1e9:.0f} nm: flux factor light"
      f" {tun_light:.4f}, heavy {tun_heavy:.4f}")
print(f"  whole film flux factor {tun_total:.4f}")
print(f"mobility {MOBILITY*1e4:.0f} cm2/Vs: free path {free_path*1e9:.1f} nm")
print(f"  R = {reflect:.3f}, velocity factor {back_factor:.3f},"
      f" v {v_film*back_factor/V7:.3f}")
print("success")
```

Running it gives:

```
masses m_l, m_t: 0.916, 0.190 m_e; r = 2.1957
T = 300 K, kT = 25.85 meV
all velocities v below in 1e7 cm/s
v_t (light mass) = 1.2343
v of heavy primed pair = 0.5621
v of primed ladder = 0.8982, ratio 0.7277
same from averaged 1/m (wrong) = 0.9590
split 0 meV: primed share 0.8145, v 0.9606, v/v_t 0.7782
split 25 meV: primed share 0.6254, v 1.0241, v/v_t 0.8297
split 50 meV: primed share 0.3883, v 1.1038, v/v_t 0.8943
split 75 meV: primed share 0.1944, v 1.1690, v/v_t 0.9471
split 100 meV: primed share 0.0841, v 1.2061, v/v_t 0.9771
split 150 meV: primed share 0.0131, v 1.2299, v/v_t 0.9964
split 200 meV: primed share 0.0019, v 1.2337, v/v_t 0.9995
steepest at split 38.25 meV
slope there 0.00325 (1e7 cm/s)/meV
split for v/v_t = 0.95: 76.8 meV
film 5 nm: unprimed levels 1-3 (meV): 16.42 65.68 147.78
primed levels 1-2 (meV): 79.16 316.66
lowest splitting 62.74 meV, x = 0.0883
ladder sums: unprimed 1.1550, primed 0.0883
X = 0.0765, effective splitting 66.47 meV
film v, all subbands = 1.1498, v/v_t 0.9316
film v, lowest subbands only = 1.1404
current at 1e11 cm^-2 = 18.42 uA/um
3 nm: split 174.3 meV, v 1.2326
4 nm: split 98.0 meV, v 1.2054
6 nm: split 43.6 meV, v 1.1046
8 nm: split 24.5 meV, v 1.0608
10 nm: split 15.7 meV, v 1.0439
thick-film limit v/v_t = 0.8185
one-subband zero-split v/v_t = 0.7782
N (unprimed, forward) = 2.052 e12 cm^-2
Fermi-Dirac n = 1e+11 cm^-2: v 1.1529, change +0.3 %
Fermi-Dirac n = 1e+12 cm^-2: v 1.1779, change +2.4 %
Fermi-Dirac n = 5e+12 cm^-2: v 1.2505, change +8.8 %
Fermi-Dirac n = 1e+13 cm^-2: v 1.3020, change +13.2 %
oxide wall 3.1 eV, mass 0.5 m_e: split 43.09 meV
  v 1.0953, change -4.7 %
gate field 0.155 MV/cm: split 65.71 meV
  v 1.1555, change +0.5 %
Kane 0.5 /eV: v 1.1037, change -4.0 %
400 K: v_t 1.4252, X 0.1284, v 1.2853
tunnelling, kT layer 5 nm: flux factor light 1.0536, heavy 1.0108
  whole film flux factor 1.0510
mobility 300 cm2/Vs: free path 13.5 nm
  R = 0.270, velocity factor 0.574, v 0.660
success
```
